# Ideal Saturation of Free Oxygen Vacancies by One-to-One Acceptor Pairing

A calculation of the ionic conductivity of an acceptor-doped oxide needs a carrier density. One must decide whether to insert half the acceptor concentration, as neutrality suggests for unbound vacancies, or a density limited by vacancy–acceptor binding. The choice also settles whether more doping raises the conductivity and whether the binding energy enters its activation energy. The theorem below decides this for an ideal dilute solution of singly charged acceptors and doubly charged vacancies that bind only in one-to-one pairs. When the doping is far above the dissociation constant of the pairs, the free-vacancy density tends to that constant.

## Setting and assumptions

Let $c$ be the total concentration of acceptors, each of charge $-e$ relative to the perfect lattice. Oxygen vacancies have charge $+2e$. A vacancy on an oxygen site next to an acceptor forms a pair of charge $+e$. Let $a$, $v$ and $p$ be the concentrations of free acceptors, free vacancies and pairs. The dissociation constant is

$$K=\frac{av}{p}.$$

It has the dimension of a concentration. The assumptions are:

1. Pair formation is in equilibrium at fixed temperature $T$.
2. Defects are dilute: $c$ is far below the density of lattice sites.
3. Apart from the pair binding energy $E_b>0$, defects do not interact. Vibrational changes on binding are neglected.
4. No other charged species matters, and no larger complex forms.

The third assumption makes $K$ independent of doping. "Saturation" is therefore a statement about an ideal solution in the window $K\ll c\ll$ site density.

## Lemma 1: the dissociation constant

**Statement.** If there are $N_O$ oxygen sites per volume and $z$ of them adjoin each acceptor, then

$$K=\frac{N_O}{z}\,e^{-E_b/kT}.$$

**Proof.** Place $A$ well-separated acceptors and $B$ vacancies in a large box with $M$ oxygen sites away from acceptors. If $m$ vacancies are bound, choose the $m$ occupied acceptors, one of $z$ sites at each, and the sites of the remaining vacancies. The statistical weight is

$$W(m)=\binom{A}{m}\left(z e^{E_b/kT}\right)^m\binom{M}{B-m}.$$

From the definition of the binomial coefficients,

$$\frac{W(m+1)}{W(m)}=\frac{A-m}{m+1}\;\frac{B-m}{M-B+m+1}\;z e^{E_b/kT}.$$

This ratio falls as $m$ grows, so $W$ has a single peak, located where the ratio is one. In a large box the peak is narrow relative to $m$, and it gives the mean. Diluteness lets us replace $M-B+m+1$ by the total number of oxygen sites. Dividing each number by the box volume turns $A-m$, $B-m$ and $m$ into $a$, $v$ and $p$, so

$$\frac{av}{p}\,\frac{z e^{E_b/kT}}{N_O}=1.$$

Solving for $av/p$ proves the lemma. $\square$

## Lemma 2: what neutrality alone implies

**Statement.** Neutrality and pair equilibrium give

$$v=\frac{Ka}{a+2K}.$$

**Proof.** The negative charge is $a$; the positive charge is $2v+p$. Hence $a=2v+p$. Inserting $p=av/K$ gives $a=v(2+a/K)$. Multiplication by $K$ gives $Ka=v(2K+a)$, which is the claim. $\square$

This contains the physical reason for saturation. When pairs greatly outnumber free vacancies, the positive pairs balance the free acceptors, so $a/p\to1$ and $v=Kp/a\to K$. About half the acceptors then remain unpaired however strong the binding is, because there is one vacancy for every two acceptors.

## Theorem: the free-vacancy concentration

**Statement.** Under the assumptions above,

$$v=\frac{Kc}{\dfrac c2+K+\sqrt{\left(\dfrac c2+K\right)^2+2Kc}}.$$

At fixed $K$ it increases with $c$, lies below both $c/2$ and $K$, approaches $c/2$ for $c\ll K$, and approaches $K$ for $c\gg K$.

**Proof.** Acceptor conservation gives $a+p=c$, and neutrality gives $a-p=2v$. Half their sum and half their difference are, with $h=c/2$,

$$a=h+v,\qquad p=h-v.$$

Pair equilibrium, $av=Kp$, becomes

$$v(h+v)=K(h-v),$$

or $v^2+(h+K)v-Kh=0$. The product of the roots is $-Kh<0$, so one root is positive:

$$v=\frac{S-(h+K)}2,\qquad S=\sqrt{(h+K)^2+4Kh}.$$

Multiply numerator and denominator by $S+h+K$. Since $S^2-(h+K)^2=4Kh$,

$$v=\frac{4Kh}{2(S+h+K)}=\frac{2Kh}{h+K+S}.$$

Setting $h=c/2$ gives the stated formula.

For the bounds, the equilibrium equation first reads $K(h-v)=v(h+v)>0$, so $v<h$. Collecting the terms in $h$ instead gives

$$h(K-v)=v(K+v)>0,$$

so $v<K$. Solving for doping gives the inverse law

$$c=\frac{2v(K+v)}{K-v}.$$

For $0<v<K$ the numerator increases with $v$ and the denominator decreases. Thus $c$ increases with $v$, and $v$ increases with $c$.

The bounds also control both limits. Since $v<K$,

$$0<K-v=\frac{v(K+v)}h<\frac{2K^2}{h}=\frac{4K^2}{c},$$

which vanishes as $c/K\to\infty$ at fixed $K$. Since $v<h$,

$$0<\frac{h-v}{h}=\frac{v(h+v)}{Kh}<\frac{2h}{K}=\frac cK,$$

which vanishes as $c/K\to0$. $\square$

The inverse law shows how slowly the plateau is reached. Half of it requires $c=3K$; ninety per cent requires $c=34.2K$. For the leading deviation, put $u=v/K$ and $\epsilon=K/h=2K/c$. Division of the equilibrium equation by $Kh$ gives $u+\epsilon u^2=1-\epsilon u$. Substitute $u=1+\alpha\epsilon+\beta\epsilon^2+\cdots$. First order gives $\alpha+1=-1$, hence $\alpha=-2$. Second order gives $\beta+2\alpha=-\alpha$, hence $\beta=6$. Therefore

$$\frac vK=1-\frac{4K}{c}+24\left(\frac Kc\right)^2+\cdots .$$

## Corollary: doping and temperature sensitivity

Take the logarithm of the equilibrium equation,

$$\ln v+\ln(h+v)-\ln(h-v)=\ln K,$$

and differentiate at fixed doping. The factor multiplying $d\ln v$ is $1+v/(h+v)+v/(h-v)$, so

$$s\equiv\left(\frac{\partial\ln v}{\partial\ln K}\right)_c
=\frac1{1+2hv/(h^2-v^2)}.$$

Scaling $c$ and $K$ by the same factor scales $v$ by that factor. The two logarithmic slopes therefore add to one:

$$\left(\frac{\partial\ln v}{\partial\ln c}\right)_K=1-s.$$

Lemma 1 gives $\partial\ln K/\partial(1/kT)=-E_b$, so association contributes $sE_b$ to the activation energy of $v$ at fixed doping. This contribution tends to zero in the unbound limit and to $E_b$ on the plateau.

## Remarks on the assumptions

**Neutral triples.** Suppose two acceptors can also bind one vacancy, and that acceptors are mobile enough for these triples to equilibrate, with concentration $t$ and $K_2=pa/t$. Acceptors frozen in place, as expected in ceria at 600 K, would not obey this law. The triple is neutral, so Lemma 2 is unchanged. Acceptor conservation becomes $c=a+p+2t$. Since $p<a$ and $t=pa/K_2$, increasing $c$ without bound requires $a$ to increase without bound, and again $v\to K$. Triples delay the plateau without moving it, but the delay grows as $K_2$ falls, and strongly bound triples can push the plateau outside the dilute window: for $K_2=10^{-3}K$, $v$ is still only $0.59K$ at $c=10^4K$. For $K_2=10K$ and $c=100K$, free-energy minimization gives $v/K=0.904$, against $0.962$ with pairs alone. At $c=10^4K$ the values are $0.991$ and $0.9996$.

**Doubly charged acceptors.** Now the pair is neutral and there are as many vacancies as acceptors. Neutrality requires $a=v$, while $p=c-v$. Pair equilibrium gives $v^2=K(c-v)$, with positive root

$$v=\frac{-K+\sqrt{K^2+4Kc}}2\simeq\sqrt{Kc}\qquad(c\gg K).$$

There is no plateau: minimization gives $v=9.51K$ at $c=100K$ and $99.50K$ at $c=10^4K$. One-to-one binding is thus insufficient by itself; the charge left on the pair matters.

**Electron polarons.** Let reduction add unbound electron polarons of concentration $n<c$. Neutrality is $a+n=2v+p$. With $a=c-p$ it gives

$$p=\frac{c+n}2-v,\qquad a=\frac{c-n}2+v.$$

When $c-n\gg K$ at fixed $n/c$, the terms in $v$ are small and $v=Kp/a$ tends to

$$v\to K\,\frac{c+n}{c-n}.$$

For $n=0.2c$ the limit is $1.5K$; minimization at $c=10^4K$ gives $1.4991K$.

## Worked example

Take round parameters in the rough regime of ceria lightly doped with a strongly binding trivalent acceptor: lattice constant $a_0=0.54$ nm, $E_b=0.60$ eV, $T=600$ K and relative permittivity 25. The fluorite structure has $z=8$ and $N_O=5.081\times10^{22}$ cm$^{-3}$. With $E_b/kT=11.605$,

$$K=\frac{5.081\times10^{22}}8e^{-11.605}
=5.80\times10^{16}\ \mathrm{cm^{-3}}.$$

At $c=10^{18}$ cm$^{-3}$, $c/2+K=5.580\times10^{17}$ cm$^{-3}$ and the square root is $6.536\times10^{17}$ cm$^{-3}$. Hence

$$v=\frac{5.795\times10^{34}}{1.2116\times10^{18}}
=4.78\times10^{16}\ \mathrm{cm^{-3}}.$$

This is $0.825K$, but only $0.096$ of $c/2$; inserting $c/2$ would overestimate the ideal carrier density about tenfold. Summing the weights $W(m)$ over all $m$, in a box with $4\times10^9$ oxygen sites, gives $4.782\times10^{16}$ cm$^{-3}$, against $4.783\times10^{16}$ cm$^{-3}$ from the theorem. Raising $c$ tenfold to $10^{19}$ cm$^{-3}$ raises the ideal $v$ by only 18%, to $5.67\times10^{16}$ cm$^{-3}$.

For the conductivity, take a migration energy $E_m=0.65$ eV and attempt frequency $\nu=10^{13}$ Hz. The oxygen sites form a simple cubic lattice of spacing $a_0/2$. With hopping rate $\Gamma=\nu e^{-E_m/kT}$ to each of six neighbours, $D=\frac16(6\Gamma)(a_0/2)^2=\Gamma(a_0/2)^2$. The Einstein relation for charge $2e$ gives

$$\mu=\frac{2eD}{kT}=9.8\times10^{-7}\ \mathrm{cm^2/Vs}.$$

Thus $\sigma=2e\mu v=1.5\times10^{-8}$ S/cm. Here $s=0.838$, so association adds $0.838\times0.60=0.50$ eV to the activation energy of the ideal $v$; the screening correction below, at constant permittivity, lowers this to about $0.48$ eV.

## Where the ideal plateau fails

For the worked example, long-range Coulomb forces are the largest correction estimated here. Define the Bjerrum length $\ell_B=e^2/(4\pi\varepsilon_0\varepsilon_rkT)$, equal to 1.114 nm in the example. In linear Debye–Hückel theory the screening length $\lambda$ obeys

$$\lambda^{-2}=4\pi\ell_B(a+p+4v),$$

where the coefficients are squared charge numbers. Around an ion of charge number $q$, the potential in units of $kT/e$ beyond closest approach $d$ is

$$\phi(r)=\frac{q\ell_B e^{-(r-d)/\lambda}}{r(1+d/\lambda)}.$$

Inside $d$ the cloud contributes a constant potential. Continuity at $d$ makes it

$$\frac{q\ell_B}{d(1+d/\lambda)}-\frac{q\ell_B}{d}=-\frac{q\ell_B}{\lambda+d}.$$

Charging the ion from zero to $q$ supplies a factor one half, so its activity coefficient is $\gamma_q=\exp[-q^2\ell_B/(2(\lambda+d))]$. Equilibrium now fixes $K=\gamma_a\gamma_v av/(\gamma_p p)$. The effective constant $av/p$ is therefore

$$K_{\rm eff}=K\frac{\gamma_p}{\gamma_a\gamma_v}
=K\exp\!\left[\frac{(1+4-1)\ell_B}{2(\lambda+d)}\right]
=K\exp\!\left[\frac{2\ell_B}{\lambda+d}\right].$$

Taking $d=\ell_B$ and solving self-consistently gives, at $c=10^{18}$ cm$^{-3}$, $\lambda=7.60$ nm, $K_{\rm eff}=1.29K$ and $v=5.9\times10^{16}$ cm$^{-3}$. At $10^{19}$ cm$^{-3}$ it gives $K_{\rm eff}=1.82K$ and $v=1.01\times10^{17}$ cm$^{-3}$. The corrected density still rises by a factor 1.7 over this decade (between 1.5 and 2.1 as $d$ is varied from $2\ell_B$ down to zero): these parameters show no flat plateau once screening is included. The estimate treats acceptors as able to rearrange; for acceptors frozen at random positions it is only a guide to size.

The word "free" also loses precision. Without screening, a site at distance $r$ from a free acceptor has its vacancy occupancy enhanced by about $e^{2\ell_B/r}$. The number of loosely held vacancies per free one is then $(a/N_O)\sum e^{2\ell_B/r}$, summed over oxygen sites beyond the nearest shell but within $\ell_B$. It is 0.08 at $10^{18}$ cm$^{-3}$ and 0.76 at $10^{19}$ cm$^{-3}$. The constant cloud potential found above divides the enhancement by $K_{\rm eff}/K$, which lowers these ratios to about 0.06 and 0.42. At the higher doping the division into pairs and free vacancies is therefore no longer sharp.

In real ceria, the example's main doping corresponds to about 40 acceptors per million cations, a level at which unintended acceptors can matter. If they doubled $c$ and bound equally strongly, the ideal $v$ would rise from $0.83K$ to about $0.90K$. The chosen binding is stronger than is typical of the large rare-earth acceptors used in electrolytes. Such electrolytes commonly contain roughly ten per cent acceptors, far outside the dilute regime: the nominal fraction of oxygen sites adjoining acceptors, $zc/N_O$, would be $8\times0.1/2=0.4$, compared with $1.6\times10^{-4}$ here. The plateau formula should not be used to choose their doping. For the dilute example, rough reduction parameters (enthalpy 4.7 eV, entropy $10k$) give about $10^8$ polarons per cm$^3$ at 160 Torr oxygen, negligible beside $c$. The inverse rate of a single exit hop from a pair, $\nu^{-1}e^{(E_m+E_b)/kT}$, is 3 ms. This is an upper estimate of the dissociation time: three exits per site, less recapture, give about 2 ms, and the Coulomb tail shortens it further. Measurements slower than a few milliseconds can therefore sample pair equilibrium. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
lattice constant 0.54 nm; binding energy 0.60 eV
temperature 600 K; kT = 0.05170 eV
relative permittivity 25; migration 0.65 eV
attempt frequency 1e+13 Hz
cation sites 2.540e+22 cm^-3; oxygen sites 5.081e+22 cm^-3
oxygen sites next to an acceptor z = 8
binding energy / kT = 11.605
dissociation constant K = 5.795e+16 cm^-3
doping, free v (formula), free v (lattice sum) [cm^-3], v/K, 2v/c:
  1e+16  4.308e+15  4.311e+15  0.0743  0.8616
  1e+17  2.225e+16  2.225e+16  0.3840  0.4451
  1e+18  4.783e+16  4.782e+16  0.8254  0.0957
  1e+19  5.665e+16  5.656e+16  0.9776  0.0113
doping for v = K/2: 3.00 K = 1.74e+17 cm^-3
doping for v = 0.9 K: 34.20 K = 1.98e+18 cm^-3
main case: doping 1e+18 cm^-3, c/K = 17.26
  free acceptors 5.478e+17, pairs 4.522e+17 cm^-3
  d ln v/d ln K: formula 0.8382, lattice sum 0.8381
  d ln v/d ln c: formula 0.1618, lattice sum 0.1618
  association part of activation energy 0.503 eV
  vacancy mobility 9.78e-07 cm2/Vs
  ionic conductivity 1.50e-08 S/cm
neutral triples, triple constant 10 K:
  c = 1e+02 K: v/K = 0.9040; pairs only 0.9622
  c = 1e+04 K: v/K = 0.9910; pairs only 0.9996
doubly charged acceptors: v/K = 9.51 at c = 1e2 K, 99.50 at 1e4 K
polarons n = 0.2 c at c = 1e+04 K: v/K = 1.4991
Bjerrum length 1.114 nm
doping [cm^-3], Debye length [nm], K_eff/K, screened v [cm^-3], loose/free:
  1e+16  51.13  1.044  4.332e+15  0.0014
  1e+17  19.21  1.116  2.342e+16  0.0109
  1e+18  7.60  1.291  5.903e+16  0.0826
  1e+19  2.62  1.816  1.011e+17  0.7627
other neglected effects in the main case:
  fraction of oxygen sites next to acceptors 1.57e-04
  chance that an acceptor shares an oxygen neighbour 4.72e-04
  acceptors with two vacancies per pair 5.09e-06
  reduction enthalpy 4.7 eV, entropy 10 k, oxygen 160 Torr
  polaron concentration 1.0e+08 cm^-3
  pair dissociation time 3.2e-03 s
```
